# Dispersion Beyond C6 at the Triplet H₂ van der Waals Minimum

## Problem

Two ground-state hydrogen atoms with parallel spins form no chemical bond, but their interaction energy has a shallow van der Waals minimum. A two-electron calculation described below places it at \(R=7.846\) bohr, or 4.152 Å. Write the undamped dispersion energy, cut after the third term, as

\[
E_{\rm disp}(R)=-\frac{C_6}{R^6}-\frac{C_8}{R^8}-\frac{C_{10}}{R^{10}} .
\]

(a) Estimate the three coefficients by hand.

(b) What share of \(|E_{\rm disp}|\) does each term supply at the minimum?

(c) How far does the answer depend on the distance, on the estimate of the coefficients and on the cut after \(C_{10}\)?

Use Hartree atomic units (\(\hbar=m_e=e=4\pi\varepsilon_0=1\)), fixed nuclei, and a nonrelativistic, unretarded interaction. "Undamped" means that the long-range formula is used as it stands, without correction for the overlap of the two charge clouds.

## Solution

### 1. Which multipoles give which power

Put nucleus A at the origin and nucleus B at \(\mathbf R=R\hat{\mathbf z}\). Electron 1 is at \(\mathbf r_1\) from A, electron 2 at \(\mathbf r_2\) from B. At long range each electron can be assigned to its own atom, and the interaction is

\[
V=\frac1R+\frac1{|\mathbf R+\mathbf r_2-\mathbf r_1|}
-\frac1{|\mathbf R+\mathbf r_2|}-\frac1{|\mathbf R-\mathbf r_1|}.
\]

With \(\mathbf u=\mathbf r_1-\mathbf r_2\), the electron repulsion has the Legendre expansion

\[
\frac1{|\mathbf R-\mathbf u|}=\sum_{L}\frac{u^LP_L(\cos\theta_u)}{R^{L+1}} .
\]

Sort each term by its degree \(l_1\) in \(\mathbf r_1\) and \(l_2\) in \(\mathbf r_2\), with \(l_1+l_2=L\). The parts with \(l_1=0\) or \(l_2=0\) cancel against the other three terms of \(V\), because the atoms are neutral. What remains is

\[
V=\sum_{l_1,l_2\ge1}\frac{r_1^{l_1}r_2^{l_2}}{R^{l_1+l_2+1}}\,W_{l_1l_2}(\mathbf n_1,\mathbf n_2),
\]

where \(\mathbf n_1,\mathbf n_2\) are unit vectors along \(\mathbf r_1,\mathbf r_2\).

The first-order energy of this series vanishes term by term, since each \(W_{l_1l_2}\) averages to zero over a spherical atom. (The unexpanded \(V\) has a first-order penetration energy that decays exponentially with \(R\); it is about −2.4 microhartree at 7.846 bohr and is not part of the power series.) In second order, \(W_{l_1l_2}\) excites atom A to angular momentum \(l_1\) and atom B to \(l_2\). Different pairs \((l_1,l_2)\) lead to different final states and do not interfere. Each pair therefore contributes the square of its own power, \(R^{-2(l_1+l_2+1)}\):

- \(C_6\): dipole–dipole, (1,1);
- \(C_8\): dipole–quadrupole, (1,2) and (2,1);
- \(C_{10}\): dipole–octupole, (1,3) and (3,1), and quadrupole–quadrupole, (2,2).

### 2. The angular factors

We need \(\langle W_{l_1l_2}^2\rangle\), the average over both directions. Take the complex vector \(\mathbf k=(i\cos\varphi,\,i\sin\varphi,\,1)\), for which \(\mathbf k\cdot\mathbf k=0\). Then

\[
u^LP_L(\cos\theta_u)=\frac1{2\pi}\int_0^{2\pi}(\mathbf k\cdot\mathbf u)^L\,d\varphi .
\]

To see this, note that \(\nabla^2(\mathbf k\cdot\mathbf u)^L\) is proportional to \(\mathbf k\cdot\mathbf k=0\). The right side is thus a harmonic polynomial of degree \(L\), symmetric about the \(z\) axis, and so a multiple of \(u^LP_L\). On the positive \(z\) axis both sides equal \(u^L\), which fixes the multiple at one.

The binomial theorem applied to \((\mathbf k\cdot\mathbf r_1-\mathbf k\cdot\mathbf r_2)^L\) now gives

\[
W_{l_1l_2}=(-1)^{l_2}\frac{L!}{l_1!\,l_2!}\,\frac1{2\pi}\int_0^{2\pi}
(\mathbf k\cdot\mathbf n_1)^{l_1}(\mathbf k\cdot\mathbf n_2)^{l_2}\,d\varphi .
\]

The square contains a second vector \(\mathbf k'\) of the same kind, with angle \(\varphi'\). The average over a direction \(\mathbf n\) can depend only on scalar products of \(\mathbf k\) and \(\mathbf k'\). Since \(\mathbf k\cdot\mathbf k=\mathbf k'\cdot\mathbf k'=0\),

\[
\big\langle(\mathbf k\cdot\mathbf n)^l(\mathbf k'\cdot\mathbf n)^l\big\rangle=c_l\,(\mathbf k\cdot\mathbf k')^l .
\]

The number \(c_l\) follows from one convenient choice, \(\mathbf k=(1,i,0)\) and \(\mathbf k'=(1,-i,0)\). Then \(\mathbf k\cdot\mathbf k'=2\) and \((\mathbf k\cdot\mathbf n)(\mathbf k'\cdot\mathbf n)=\sin^2\theta\), so \(2^lc_l=\langle\sin^{2l}\theta\rangle\). Integration by parts gives \(\langle\sin^{2l}\theta\rangle=\frac{2l}{2l+1}\langle\sin^{2l-2}\theta\rangle\), hence \(c_l=\frac{l}{2l+1}c_{l-1}\) with \(c_0=1\):

\[
c_1=\tfrac13,\quad c_2=\tfrac2{15},\quad c_3=\tfrac2{35},\quad c_4=\tfrac8{315}.
\]

Let \(J_L\) be the average of \((\mathbf k\cdot\mathbf k')^L\) over \(\varphi\) and \(\varphi'\). The two directional averages in \(\langle W^2\rangle\) multiply to \(c_{l_1}c_{l_2}(\mathbf k\cdot\mathbf k')^{L}\), which leaves the factor \(J_L\). The same integral appears in \(\langle P_L^2\rangle=c_LJ_L\), and \(\langle P_L^2\rangle=1/(2L+1)\). Eliminating \(J_L\),

\[
\langle W_{l_1l_2}^2\rangle=\left(\frac{L!}{l_1!\,l_2!}\right)^2\frac{c_{l_1}c_{l_2}}{(2L+1)\,c_L}.
\]

The four values needed are

\[
\langle W_{11}^2\rangle=\frac{4\cdot\frac19}{5\cdot\frac2{15}}=\frac23,\qquad
\langle W_{12}^2\rangle=\frac{9\cdot\frac2{45}}{7\cdot\frac2{35}}=1,
\]
\[
\langle W_{13}^2\rangle=\frac{16\cdot\frac2{105}}{9\cdot\frac8{315}}=\frac43,\qquad
\langle W_{22}^2\rangle=\frac{36\cdot\frac4{225}}{9\cdot\frac8{315}}=\frac{14}5 .
\]

### 3. The second-order sum

Let \(M_{nl}\) be the radial matrix element of \(r^l\) between the 1s state and the \(n\)th excited state of angular momentum \(l\), and \(\Delta_{nl}\) the excitation energy. The continuum is included in every sum.

For fixed radial states, the angular matrix element is \((1/4\pi)\int\!\!\int Y^*_{l_1m_1}Y^*_{l_2m_2}W\,d\Omega_1d\Omega_2\), the prefactor coming from the two 1s functions. Summing its square over \(m_1,m_2\) gives, by completeness of the spherical harmonics, \((1/4\pi)^2\int\!\!\int W^2\,d\Omega_1d\Omega_2=\langle W^2\rangle\). The contribution of one ordered pair is therefore

\[
C(l_1,l_2)=\langle W_{l_1l_2}^2\rangle\sum_{n,n'}\frac{M_{nl_1}^2M_{n'l_2}^2}{\Delta_{nl_1}+\Delta_{n'l_2}} .
\]

The denominators couple the two atoms. For a hand estimate, replace all excitations of order \(l\) by a single energy \(\Delta_l\), chosen to preserve two sums that can be found in closed form:

\[
\sum_nM_{nl}^2=\langle r^{2l}\rangle,\qquad
S_l=\sum_n\frac{M_{nl}^2}{\Delta_{nl}},\qquad
\Delta_l=\frac{\langle r^{2l}\rangle}{S_l}.
\]

The first sum is completeness of the radial functions. The second measures the static response: the multipole polarizability is \(\alpha_l=2S_l/(2l+1)\). The estimate becomes

\[
C(l_1,l_2)\approx\langle W_{l_1l_2}^2\rangle\,
\frac{\langle r^{2l_1}\rangle\langle r^{2l_2}\rangle}{\Delta_{l_1}+\Delta_{l_2}} .
\]

This is an upper bound on each coefficient. With \(x=1/\Delta\) and \(x'=1/\Delta'\), the factor \(1/(\Delta+\Delta')\) is \(xx'/(x+x')\). Its second derivative with respect to \(x\) is \(-2x'^2/(x+x')^3<0\), and likewise for \(x'\). The average of a concave function does not exceed its value at the average argument, and \(1/\Delta_l\) is the average of \(1/\Delta_{nl}\) with weights \(M_{nl}^2\).

### 4. The response sum for hydrogen

Let \(\phi\propto e^{-r}\) be the 1s state, with energy \(E_0=-\frac12\), and solve

\[
(H_0-E_0)\,f(r)P_l\,\phi=r^lP_l\,\phi .
\]

Expanding the solution in eigenstates of \(H_0\) divides each component by its excitation energy. Hence \(\langle\phi|r^lP_l\,fP_l|\phi\rangle=S_l/(2l+1)\), where \(1/(2l+1)\) is the average of \(P_l^2\). The left side is also \(\langle r^lf\rangle/(2l+1)\), so \(S_l=\langle r^lf\rangle\).

Since \((H_0-E_0)\phi=0\), the terms in which no derivative acts on \(fP_l\) cancel. With \(\nabla\phi=-\hat{\mathbf r}\phi\), the rest is

\[
-\frac12\left[f''+\frac2rf'-\frac{l(l+1)}{r^2}f\right]+f'=r^l .
\]

Try \(f=a\,r^l+b\,r^{l+1}\). The bracket vanishes for \(r^l\) and gives \(2(l+1)r^{l-1}\) for \(r^{l+1}\). The equation becomes

\[
\big[al-b(l+1)\big]r^{l-1}+b(l+1)\,r^l=r^l ,
\]

so \(b=1/(l+1)\) and \(a=1/l\). Therefore

\[
S_l=\frac{\langle r^{2l}\rangle}{l}+\frac{\langle r^{2l+1}\rangle}{l+1},\qquad
\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}dr=\frac{(k+2)!}{2^{k+1}} .
\]

The moments are \(\langle r^2\rangle=3\), \(\langle r^3\rangle=7.5\), \(\langle r^4\rangle=22.5\), \(\langle r^5\rangle=78.75\), \(\langle r^6\rangle=315\) and \(\langle r^7\rangle=1417.5\). They give

\[
S_1=3+3.75=6.75,\quad S_2=11.25+26.25=37.5,\quad S_3=105+354.375=459.375,
\]
\[
\Delta_1=\frac{3}{6.75}=0.4444,\quad
\Delta_2=\frac{22.5}{37.5}=0.6000,\quad
\Delta_3=\frac{315}{459.375}=0.6857\ \text{hartree}.
\]

The corresponding polarizabilities are \(\alpha_1=4.5\), \(\alpha_2=15\) and \(\alpha_3=131.25\) a.u.

### 5. Answer to (a): the coefficients

Pairs with \(l_1\ne l_2\) count twice:

\[
C_6\approx\frac23\cdot\frac{3\cdot3}{0.8889}=6.75,
\]
\[
C_8\approx2\cdot1\cdot\frac{3\cdot22.5}{1.0444}=129.3,
\]
\[
C_{10}\approx2\cdot\frac43\cdot\frac{3\cdot315}{1.1302}+\frac{14}5\cdot\frac{22.5^2}{1.2}
=2230+1181=3411,
\]

in hartree bohr\(^6\), bohr\(^8\) and bohr\(^{10}\). Evaluating the second-order sums without the one-energy replacement gives

\[
C_6=6.499,\qquad C_8=124.4,\qquad C_{10}=3286 .
\]

Relative to these, the hand estimates are high by 3.9 %, 3.9 % and 3.8 %, on the side required by the bound.

### 6. Answer to (b): the shares at the minimum

Only two ratios matter:

\[
x=\frac{C_8}{C_6R^2},\qquad y=\frac{C_{10}}{C_6R^4}.
\]

The three shares are \(1/(1+x+y)\), \(x/(1+x+y)\) and \(y/(1+x+y)\). At \(R=7.846\) bohr, \(R^2=61.56\) and \(R^4=3790\) in powers of bohr, so

\[
x=\frac{124.4}{6.499\cdot61.56}=0.311,\qquad
y=\frac{3286}{6.499\cdot3790}=0.133 .
\]

With \(1+x+y=1.444\), the result is as follows (the energies use the unrounded position of the minimum; \(R=7.846\) bohr exactly gives −27.86 for the first):

| Term | Energy (microhartree) | Share |
|---|---:|---:|
| \(C_6\) | −27.85 | 69.2 % |
| \(C_8\) | −8.66 | 21.5 % |
| \(C_{10}\) | −3.72 | 9.2 % |

The terms beyond \(C_6\) supply 30.8 % of the undamped sum, roughly a third. The hand coefficients give the same shares to the digits shown. Their errors are nearly equal, and a common factor cancels in \(x\) and \(y\).

The size of \(x\) has a simple reading. The ratio \(C_8/C_6=19.1\) bohr\(^2\) is the square of a length of about 4.4 bohr. In the hand formulas the ratio is \(\dfrac{2\cdot1}{2/3}\cdot\dfrac{\langle r^4\rangle}{\langle r^2\rangle}\cdot\dfrac{2\Delta_1}{\Delta_1+\Delta_2}=3\cdot7.5\cdot0.851\approx19.1\): a factor 3 from the angular averages and the two ordered pairs, 7.5 bohr\(^2\) from the radial moments, and 0.851 from the energy denominators. The length of 4.4 bohr is not small compared with 7.85 bohr, so the higher multipoles are not a minor correction there.

### 7. Answer to (c): how firm is "a third"?

**Distance.** The share beyond \(C_6\) is \(s=(x+y)/(1+x+y)\). Because \(x\propto R^{-2}\) and \(y\propto R^{-4}\),

\[
\frac{ds}{dR}=-\frac{2x+4y}{R\,(1+x+y)^2}
\approx-\frac{1.155}{7.846\cdot2.086}=-0.071\ \text{bohr}^{-1}.
\]

An error of 0.1 bohr in the minimum thus changes the share by about 0.7 percentage points. The share equals one third when \(x+y=\frac12\). With \(v=1/R^2\), this is the quadratic equation

\[
505.6\,v^2+19.14\,v-0.5=0,
\]

whose positive root \(v=0.01778\) bohr\(^{-2}\) gives \(R=7.50\) bohr. A few cases, all cut after \(C_{10}\):

| \(R\) (bohr) | Share of \(C_6\) | Share beyond \(C_6\) |
|---:|---:|---:|
| 7.50 | 66.7 % | 33.3 % |
| 7.546 | 67.0 % | 33.0 % |
| 7.846 (minimum) | 69.2 % | 30.8 % |
| 8.146 | 71.3 % | 28.7 % |
| 12.00 | 86.4 % | 13.6 % |

As \(R\to\infty\), \(x\) and \(y\) vanish and \(C_6\) takes the whole sum. The approach is slow: at 12 bohr the other two terms still supply about a seventh.

**The cut.** Higher orders of perturbation theory do not touch \(C_6\), \(C_8\) or \(C_{10}\), but they enter just beyond. In third order each atom is acted on by three multipoles with \(l\ge1\), whose sum must be even by parity and so at least \(1+1+2=4\); the lowest power is \(R^{-(4+4+3)}=R^{-11}\). Fourth order starts with four dipole–dipole factors, \(R^{-12}\). Neither is computed here. The next second-order term, of order \(R^{-12}\), from the pairs (1,4), (2,3) and their reverses, adds \(-2.23\) microhartree at the minimum. Including this term alone raises the share beyond \(C_6\) to 34.4 %. Successive terms stand in the ratios 0.31, 0.43 and 0.60, so these terms give no sign that the sum has settled. There is a reason for caution: the expansion of \(V\) in separate powers of \(r_1\) and \(r_2\) is assured for \(r_1+r_2<R\), whereas the atomic densities extend beyond that region. A share therefore belongs to a stated cut. "Roughly a third" covers both cuts examined here; 30.8 % belongs to the cut after \(C_{10}\).

**The position of the minimum.** It comes from full configuration interaction for the two electrons in 66 Gaussian functions of s, p, d and f type. Twice the energy of a hydrogen atom, computed in the same two-centre basis, is subtracted as a counterpoise correction for basis-set superposition error. The correction raises the interaction energy by 0.19 microhartree at the minimum and by 0.09 microhartree at 12 bohr; the latter is larger than the residual discussed below. The minimum is read from a quartic through five energies computed between 7.2 and 8.6 bohr. The basis is finite and the interpolation error in the position was not tested, so 7.846 bohr is a working value whose last digit is not secured, not an exact distance. A calculation at 12 bohr gives a check on both the basis and the series:

- two-electron result: −2.484 microhartree;
- \(C_6\) alone: −2.177 microhartree;
- sum through \(C_{10}\): −2.519 microhartree.

Relative to the two-electron result, \(C_6\) alone is 12 % too weak, while the sum through \(C_{10}\) is 1.4 % too strong. The higher terms are needed even at this distance. The remaining 1.4 % combines basis error, exchange and omitted terms, which were not separated.

**What the shares do not describe.** At the minimum the undamped sum is −40.2 microhartree, but the computed interaction energy is only −19.8 microhartree (−0.539 meV). This depth is not converged to the digits shown: a basis of 86 functions lowers it by about 0.15 microhartree, to −19.97, at the same distance. The difference of about 20.4 microhartree is dominated by exchange repulsion: half the singlet–triplet splitting at this distance is about 23.0 microhartree. The remaining −2.6 microhartree or so combines the other effects of charge overlap, the omitted dispersion terms and the basis error. Damping may reduce the three dispersion terms by different factors, and the shares would then change. The result is a statement about the undamped long-range series evaluated at the minimum, not a division of the well depth.

The program accompanying this text checks the angular averages, the response sums and the coefficients by independent calculation.

## Numbers as computed

```
Two hydrogen atoms, parallel spins; atomic units unless stated
l=1: alpha = 4.5000 a.u., mean energy = 0.4444 hartree
l=2: alpha = 15.0000 a.u., mean energy = 0.6000 hartree
l=3: alpha = 131.2500 a.u., mean energy = 0.6857 hartree
C6 = 6.49903 hartree bohr^6
C8 = 124.399 hartree bohr^8
C10 = 3285.83 hartree bohr^10
C12 = 121486 hartree bohr^12
pencil C6 = 6.75 hartree bohr^6, error 3.9 %
pencil C8 = 129.26 hartree bohr^8, error 3.9 %
pencil C10 = 3411 hartree bohr^10, error 3.8 %
Gaussian basis functions, both atoms: 66
H atom energy in this basis: -0.499670 hartree
interaction at 7.20 bohr: -11.205 microhartree
interaction at 7.55 bohr: -18.458 microhartree
interaction at 7.90 bohr: -19.786 microhartree
interaction at 8.25 bohr: -18.441 microhartree
interaction at 8.60 bohr: -16.099 microhartree
minimum distance: 7.846 bohr = 4.152 angstrom
interaction at minimum: -19.81 microhartree = -0.539 meV
C6 term at minimum: -27.852 microhartree
C8 term at minimum: -8.659 microhartree
C10 term at minimum: -3.715 microhartree
C12 term at minimum: -2.231 microhartree
undamped sum through C10: -40.226 microhartree
x = C8/(C6 R^2): 0.3109
y = C10/(C6 R^4): 0.1334
share of C6: 69.2 %
share of C8: 21.5 %
share of C10: 9.2 %
share beyond C6: 30.8 %
pencil share of C6: 69.2 %
pencil share of C8: 21.5 %
pencil share of C10: 9.2 %
pencil share beyond C6: 30.8 %
share beyond C6 at R -0.3 bohr: 33.0 %
share beyond C6 at R +0.3 bohr: 28.7 %
share beyond C6 with C12 included: 34.4 %
distance where the share is one third: 7.500 bohr
at 12 bohr, two-electron result: -2.4839 microhartree
at 12 bohr, C6 alone: -2.1765 microhartree
at 12 bohr, sum through C10: -2.5189 microhartree
```
